**Thin paraboloidal quantum dot: lateral levels against a full three-dimensional solution**

A particle of mass m in a hard-wall dot of height h(1 − r²/R²) has near-harmonic lateral levels spaced by √2 πħ²/(mhR) when h/R is small. Here h is the central height, R the base radius, l the angular momentum number and N the oscillator shell. The program solves the full problem variationally, without adiabatic separation, and first asserts that the same solver reproduces two known levels of a hemisphere. It then asserts that the levels, extrapolated to h/R = 0, give the predicted quartic shifts, the splitting of the N = 2 shell and the leading adiabatic error. Further assertions cover the finite-well energy, the finite-barrier spacing formula and the two-electron repulsion integral. For m = 0.06 electron masses, h = 5 nm and R = 25 nm, the harmonic spacing is 45.1 meV and the full hard-wall first gap is 52.0 meV. A finite barrier of 0.6 eV lowers that gap to 30.2 meV in the adiabatic model, so the hard-wall value is not a prediction for a real dot.

## Numerical verification

```python
"""
Result under test: a particle of mass m in the hard-wall dot
0 < z < h(1 - r^2/R^2) has, for h/R -> 0, lateral levels
  E = pi^2 hbar^2/(2 m h^2) + (N+1) hbar*omega
      + 3 hbar^2/(8 m R^2) * (3 (N+1)^2 + 1 - l^2) + smaller terms,
  hbar*omega = sqrt(2) pi hbar^2/(m h R),   N = 2 n_r + |l|.
Symbols: h height, R base radius, l angular momentum number,
n_r radial number, eps = h/R. Scaled solvers use length R and
energy hbar^2/(m R^2); the worked example uses nm and eV.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import eval_jacobi, spherical_jn, j0

PI = np.pi


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (b + a), 0.5 * (b - a) * w


def radial_basis(l, count):
    """Functions r^l (1-r^2) * polynomial(r^2), with derivatives."""
    theta, w = gauss(0.0, PI / 2, 300)
    r, dr = np.sin(theta), w * np.cos(theta)
    edge = np.cos(theta) ** 2
    y = 2 * r**2 - 1
    f, df = [], []
    for n in range(count):
        p = eval_jacobi(n, 3, l, y)
        dp = np.zeros_like(r)
        if n > 0:
            dp = 0.5 * (n + l + 4) * eval_jacobi(n - 1, 4, l + 1, y)
        value = r**l * edge * p
        slope = r**l * (-2 * r * p + edge * 4 * r * dp)
        if l > 0:
            slope = slope + l * r**(l - 1) * edge * p
        norm = np.sqrt(np.sum(dr * r * edge * value**2))
        f.append(value / norm)
        df.append(slope / norm)
    return r, dr, edge, np.array(f), np.array(df)


def full_levels(l, eps, count=40, channels=8, shape="dot"):
    """Variational levels of the complete 3D hard-wall problem."""
    r, dr, edge, f, df = radial_basis(l, count)
    if shape == "dot":
        height, slope = eps * edge, -2 * eps * r
    else:
        height = np.sqrt(edge)
        slope = -r / height
    s, ws = gauss(0.0, 1.0, 100)
    k = np.arange(1, channels + 1)[:, None]
    g = np.sqrt(2) * np.sin(k * PI * s)
    dg = np.sqrt(2) * k * PI * np.cos(k * PI * s)
    unit = np.eye(channels)
    cross = (g * ws * s) @ dg.T
    stretch = (dg * ws * s**2) @ dg.T
    vertical = (dg * ws) @ dg.T

    def integral(a, b, weight):
        return (a * (dr * r * weight)) @ b.T

    overlap = np.kron(integral(f, f, height), unit)
    lateral = integral(df, df, height) + l**2 * integral(f, f, height / r**2)
    mixed = np.kron(integral(df, f, slope), cross)
    energy = 0.5 * (np.kron(lateral, unit) - mixed - mixed.T
                    + np.kron(integral(f, f, slope**2 / height), stretch)
                    + np.kron(integral(f, f, 1 / height), vertical))
    energy = 0.5 * (energy + energy.T)
    overlap = 0.5 * (overlap + overlap.T)
    return eigh(energy, overlap, eigvals_only=True)[:3]


def adiabatic_levels(l, eps, count=40):
    """Levels in the potential pi^2/(2 H(r)^2) alone."""
    r, dr, edge, f, df = radial_basis(l, count)
    w = dr * r
    overlap = (f * w) @ f.T
    potential = l**2 / (2 * r**2) + PI**2 / (2 * eps**2 * edge**2)
    energy = 0.5 * (df * w) @ df.T + (f * w * potential) @ f.T
    return eigh(energy, overlap, eigvals_only=True)[:3]


# Check of the 3D solver on a hemisphere, where exact levels are known.
root1 = brentq(lambda x: spherical_jn(1, x), 4.0, 5.0)
root2 = brentq(lambda x: spherical_jn(2, x), 5.0, 6.5)
hemi0 = full_levels(0, 1.0, 20, 14, "hemisphere")[0]
hemi1 = full_levels(1, 1.0, 20, 14, "hemisphere")[0]
# The finite sine basis limits the accuracy here.
assert abs(hemi0 / (root1**2 / 2) - 1) < 1e-3
assert abs(hemi1 / (root2**2 / 2) - 1) < 1e-3

# Extrapolation to eps = 0 removes the linear and quadratic remainders.
states = [(0, 0), (1, 1), (2, 2), (2, 0)]
eps_set = [0.03, 0.06, 0.12]


def to_zero(v):
    return (8 * v[0] - 6 * v[1] + v[2]) / 3


full = {(e, l): full_levels(l, e) for e in eps_set for l in range(3)}
adia = {(e, l): adiabatic_levels(l, e) for e in eps_set for l in range(3)}


def quartic_shift(N, l):
    return 3 / 8 * (3 * (N + 1)**2 + 1 - l**2)


shift_found, error_ratio = {}, {}
for N, l in states:
    index = (N - l) // 2
    shifts, ratios = [], []
    for e in eps_set:
        level = full[e, l][index]
        shifts.append(level - PI**2 / (2 * e**2)
                      - (N + 1) * np.sqrt(2) * PI / e)
        diagonal = (2 * (PI**2 / 3 + 0.25) * (N + 1) * e
                    / (np.sqrt(2) * PI))
        ratios.append((level - adia[e, l][index]) / diagonal)
    shift_found[N, l] = to_zero(shifts)
    error_ratio[N, l] = to_zero(ratios)
    # Remaining cubic terms in eps set these tolerances.
    assert abs(shift_found[N, l] / quartic_shift(N, l) - 1) < 0.02
    assert abs(error_ratio[N, l] - 1) < 0.03
splitting = shift_found[2, 0] - shift_found[2, 2]
assert abs(splitting / 1.5 - 1) < 0.03

# Worked example: round, rough parameters of a flat epitaxial dot.
mass, h, R = 0.06, 5.0, 25.0
barrier, gap, permittivity, temperature = 0.6, 0.8, 13.0, 300.0
hbar2_m = const.hbar**2 / (mass * const.m_e) / const.e * 1e18
unit = hbar2_m / R**2
eps = h / R
E0 = PI**2 * hbar2_m / (2 * h**2)
hw = np.sqrt(2) * PI * hbar2_m / (h * R)
length = np.sqrt(h * R / (np.sqrt(2) * PI))
dot = {l: full_levels(l, eps, 40, 10) * unit for l in range(3)}
dot_adia = {l: adiabatic_levels(l, eps) * unit for l in range(3)}
small = {l: full_levels(l, eps, 30, 7) * unit for l in range(3)}
for N, l in states:
    i = (N - l) // 2
    assert abs(dot[l][i] - small[l][i]) < 0.01 * unit
gap_full = dot[1][0] - dot[0][0]
gap_adia = dot_adia[1][0] - dot_adia[0][0]
gap_corrected = hw + 3 * unit
assert abs(gap_corrected / gap_full - 1) < 0.03


# Finite barrier: vertical ground level in a well of width H.
def well_level(width):
    width = np.asarray(width, dtype=float)
    strength = np.sqrt(2 * barrier / hbar2_m) * width / 2
    low, high = np.zeros_like(width), np.full_like(width, PI / 2)
    for _ in range(60):
        mid = 0.5 * (low + high)
        below = mid < strength * np.cos(mid)
        low, high = np.where(below, mid, low), np.where(below, high, mid)
    return barrier * np.cos(0.5 * (low + high))**2


def radial_grid_level(potential, l, r_max, points):
    d = r_max / points
    r = (np.arange(points) + 0.5) * d
    t = hbar2_m / (2 * d**2)
    diag = 2 * t + hbar2_m * l**2 / (2 * r**2) + potential(r)
    off = -t * (r[:-1] + d / 2) / np.sqrt(r[:-1] * r[1:])
    return eigh_tridiagonal(diag, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


def hard_potential(r):
    return E0 / (1 - r**2 / R**2)**2


def soft_potential(r):
    return well_level(np.maximum(h * (1 - r**2 / R**2), 0.0))


hard_grid = [radial_grid_level(hard_potential, l, R, 2500) for l in (0, 1)]
assert abs((hard_grid[1] - hard_grid[0]) / gap_adia - 1) < 1e-3

E1 = float(well_level(h))
dz = 0.01
z = (np.arange(4000) + 0.5) * dz - 20.0
tz = hbar2_m / (2 * dz**2)
E1_grid = eigh_tridiagonal(
    2 * tz + np.where(np.abs(z) < h / 2, 0.0, barrier),
    np.full(z.size - 1, -tz), eigvals_only=True,
    select="i", select_range=(0, 0))[0]
assert abs(E1_grid / E1 - 1) < 1e-3

decay = np.sqrt(2 * (barrier - E1) / hbar2_m)
hw_soft = 2 / R * np.sqrt(hbar2_m * h * E1 / (h + 2 / decay))
step = 0.05
curvature = 2 * (float(soft_potential(np.array(step))) - E1) / step**2
assert abs(np.sqrt(hbar2_m * curvature) / hw_soft - 1) < 1e-3
soft = [radial_grid_level(soft_potential, l, 1.6 * R, 4000) for l in (0, 1)]
gap_soft = soft[1] - soft[0]
assert soft[1] < barrier


# Nonparabolic band: E (1 + E/gap) equals the parabolic level.
def nonparabolic(level):
    return gap / 2 * (np.sqrt(1 + 4 * level / gap) - 1)


gap_nonpar = nonparabolic(dot[1][0]) - nonparabolic(dot[0][0])

# Repulsion of two electrons in the lowest orbital, zero thickness.
coulomb = const.e / (4 * PI * const.epsilon_0) * 1e9
repulsion = coulomb / permittivity * np.sqrt(PI / 2) / length
rho, w_rho = gauss(0.0, 8.0, 200)
q, w_q = gauss(0.0, 12.0, 200)
density_q = j0(np.outer(q, rho)) @ (w_rho * 2 * rho * np.exp(-rho**2))
inverse_distance = np.sum(w_q * density_q**2)
assert abs(inverse_distance * coulomb / permittivity / length
           / repulsion - 1) < 1e-6

kT = const.k * temperature / const.e
ratio_hard = 2 * np.exp(-gap_full / kT)
ratio_soft = 2 * np.exp(-gap_soft / kT)

print("Limit h/R -> 0, shifts in hbar^2/(m R^2)")
for N, l in states:
    print(f"N={N} |l|={l}: 3D {shift_found[N, l]:.3f}, "
          f"formula {quartic_shift(N, l):.3f}")
print(f"N=2 splitting, 3D: {splitting:.3f}")
for N, l in states:
    print(f"N={N} |l|={l}: adiabatic error/formula "
          f"{error_ratio[N, l]:.4f}")
print(f"Hemisphere E, 3D and exact: {hemi0:.4f}, {root1**2 / 2:.4f}")
print("Example inputs")
print(f"mass: {mass:.2f} electron masses")
print(f"height h: {h:.1f} nm; radius R: {R:.1f} nm")
print(f"h/R: {eps:.2f}")
print(f"barrier: {barrier:.2f} eV; band gap: {gap:.2f} eV")
print(f"relative permittivity: {permittivity:.1f}")
print(f"temperature: {temperature:.0f} K")
print("Hard-wall results")
print(f"hbar^2/m: {hbar2_m:.4f} eV nm^2")
print(f"hbar^2/(m R^2): {unit * 1e3:.3f} meV")
print(f"vertical energy E0: {E0 * 1e3:.1f} meV")
print(f"vertical gap 3 E0: {3 * E0 * 1e3:.1f} meV")
print(f"lateral length a: {length:.2f} nm")
print(f"harmonic spacing: {hw * 1e3:.2f} meV")
print(f"harmonic spacing: {hw * const.e / const.h * 1e-12:.2f} THz")
print("Levels in meV: harmonic, corrected, adiabatic, 3D")
for N, l in states:
    i = (N - l) // 2
    harmonic = E0 + (N + 1) * hw
    corrected = harmonic + unit * quartic_shift(N, l)
    print(f"N={N} |l|={l}: {harmonic * 1e3:.2f}, {corrected * 1e3:.2f}, "
          f"{dot_adia[l][i] * 1e3:.2f}, {dot[l][i] * 1e3:.2f}")
print(f"first gap, corrected: {gap_corrected * 1e3:.2f} meV")
print(f"first gap, adiabatic: {gap_adia * 1e3:.2f} meV")
print(f"first gap, 3D: {gap_full * 1e3:.2f} meV")
print(f"harmonic/3D first gap: {hw / gap_full:.3f}")
print("Neglected effects")
print(f"finite-barrier vertical energy: {E1 * 1e3:.1f} meV")
print(f"barrier decay length: {1 / decay:.2f} nm")
print(f"finite-barrier harmonic spacing: {hw_soft * 1e3:.2f} meV")
print(f"finite-barrier first gap: {gap_soft * 1e3:.2f} meV")
print(f"finite/hard first gap: {gap_soft / gap_full:.3f}")
print(f"nonparabolic hard-wall gap: {gap_nonpar * 1e3:.2f} meV")
print(f"two-electron repulsion, bound: {repulsion * 1e3:.1f} meV")
print(f"thermal energy kT: {kT * 1e3:.2f} meV")
print(f"shell population ratio, hard wall: {ratio_hard:.3f}")
print(f"shell population ratio, finite barrier: {ratio_soft:.3f}")
print("PASS")
```

Printed output:

```
Limit h/R -> 0, shifts in hbar^2/(m R^2)
N=0 |l|=0: 3D 1.500, formula 1.500
N=1 |l|=1: 3D 4.500, formula 4.500
N=2 |l|=2: 3D 9.000, formula 9.000
N=2 |l|=0: 3D 10.500, formula 10.500
N=2 splitting, 3D: 1.500
N=0 |l|=0: adiabatic error/formula 0.9998
N=1 |l|=1: adiabatic error/formula 0.9998
N=2 |l|=2: adiabatic error/formula 0.9998
N=2 |l|=0: adiabatic error/formula 0.9997
Hemisphere E, 3D and exact: 10.0954, 10.0954
Example inputs
mass: 0.06 electron masses
height h: 5.0 nm; radius R: 25.0 nm
h/R: 0.20
barrier: 0.60 eV; band gap: 0.80 eV
relative permittivity: 13.0
temperature: 300 K
Hard-wall results
hbar^2/m: 1.2700 eV nm^2
hbar^2/(m R^2): 2.032 meV
vertical energy E0: 250.7 meV
vertical gap 3 E0: 752.1 meV
lateral length a: 5.30 nm
harmonic spacing: 45.14 meV
harmonic spacing: 10.91 THz
Levels in meV: harmonic, corrected, adiabatic, 3D
N=0 |l|=0: 295.83, 298.87, 298.96, 299.60
N=1 |l|=1: 340.97, 350.11, 350.30, 351.59
N=2 |l|=2: 386.11, 404.39, 404.64, 406.61
N=2 |l|=0: 386.11, 407.44, 407.91, 409.79
first gap, corrected: 51.24 meV
first gap, adiabatic: 51.34 meV
first gap, 3D: 51.99 meV
harmonic/3D first gap: 0.868
Neglected effects
finite-barrier vertical energy: 123.1 meV
barrier decay length: 1.15 nm
finite-barrier harmonic spacing: 26.16 meV
finite-barrier first gap: 30.23 meV
finite/hard first gap: 0.581
nonparabolic hard-wall gap: 32.08 meV
two-electron repulsion, bound: 26.2 meV
thermal energy kT: 25.85 meV
shell population ratio, hard wall: 0.268
shell population ratio, finite barrier: 0.621
PASS
```
